# Why Brillouin-zone sampling errors of a metal oscillate with grid size, part 2

Sampling a metal's zone averages on a finite grid gives an error that oscillates with grid size $N$. One smooth band $\varepsilon(\mathbf k)$ in $d$ dimensions is taken on a square or simple cubic lattice, with lattice constant $a=1$, $V=(2\pi)^d$, energies in the hopping $t$, $k_B=1$, and quantities per site and per spin. The velocity $\mathbf v=\nabla\varepsilon$ is nonzero on the Fermi surface $\varepsilon=\mu$. For $F=g(\mathbf k)\,\theta(\mu-\varepsilon)$, with $g$ smooth and periodic, the grid $\mathbf k_{\mathbf j}=2\pi(\mathbf j+\mathbf s)/N$ with shift $\mathbf s$ has the error

$$\delta I_N(\mathbf s)=\sum_{\mathbf n\neq0}c_{N\mathbf n}\,e^{2\pi i\,\mathbf s\cdot\mathbf n},\qquad c_{\mathbf R}=\frac1V\int F\,e^{-i\mathbf k\cdot\mathbf R}\,d^dk, \tag{1}$$

with $\mathbf n$ an integer vector. For large $R=|\mathbf R|$,

$$c_{\mathbf R}\simeq\frac1V\sum_{*}g(\mathbf k_*)\,\frac{i\sigma}{R}\left(\frac{2\pi}{R}\right)^{\frac{d-1}{2}}\frac{1}{\sqrt{|K|}}\,\exp\!\left(-i\,\mathbf k_*\cdot\mathbf R+\frac{i\pi\sigma m}{4}\right). \tag{2}$$

The sum runs over Fermi-surface points $\mathbf k_*$ where $\mathbf v$ is parallel ($\sigma=+1$) or antiparallel ($\sigma=-1$) to $\mathbf R=N\mathbf n$. There $\kappa_i$ are the principal curvatures, $K=\prod_i\kappa_i$ and $m=\sum_i\operatorname{sgn}\kappa_i$. The expansion needs $R|\kappa|^3\gg\gamma^2$ and $R\kappa^2\gg|q|$, where $R\gamma t^3$ and $Rqt^4$ are phase terms in the tangential coordinate $t$. With outward normal $\hat\nu=\mathbf v/|\mathbf v|$ and $c_{\mathbf R}[g]$ the coefficient with weight $g$, exactly

$$c_{\mathbf R}[g]=\frac{i}{VR^2}\oint g\,(\mathbf R\cdot\hat\nu)\,e^{-i\mathbf k\cdot\mathbf R}\,dS\;+\;c_{\mathbf R}\!\left[-\frac{i\,\mathbf R\cdot\nabla g}{R^2}\right]. \tag{3}$$

The filling $n$ (error $\delta n$) has $g=1$; the grand potential $\Omega$ (error $\delta\Omega$) has $g=\varepsilon-\mu$. $A$ is the modulus of one term of (2) for $g=1$, and $\varphi_{\mathbf n}=\mathbf k_*\cdot\mathbf n$ at the $\sigma=+1$ point, observable as a frequency folded into $[0,\pi]$. For a convex curve in $d=2$, a pair $\pm\mathbf k_*$ gives $2A\cos(N\varphi_{\mathbf n}-3\pi/4)$ for the count and

$$c^\Omega_{N\mathbf n}\simeq\frac{2}{(2\pi)^2R}\sqrt{\frac{2\pi}{R\kappa}}\;\frac{|\mathbf v|}{R}\,\cos\!\left(N\varphi_{\mathbf n}-\frac\pi4\right). \tag{4}$$

The square-lattice example is $\varepsilon=-2(\cos k_x+\cos k_y)$ at $\mu=-2.4\,t$, with $n=0.14277180$ and $\Omega=-0.10967864\,t$. With $c_\alpha=\cos k_\alpha$, its Fermi curve is $c_x+c_y=1.2$. The cubic checks use $\varepsilon=-2\sum_\alpha\cos k_\alpha$.

**Smearing.** Differentiating $\varepsilon(\mathbf k_*(\mu))=\mu$ gives $\mathbf v\cdot d\mathbf k_*/d\mu=1$, where $K\neq0$ ensures that $\mathbf k_*$ moves smoothly. With $\mathbf R=\sigma R\,\mathbf v/|\mathbf v|$ this is $d(\mathbf k_*\cdot\mathbf R)/d\mu=\sigma R/|\mathbf v|$. For $\mathbf n=(2,1)$ a finite difference and $\sqrt5/|\mathbf v|$ both give $1.055266\,t^{-1}$. The Fermi function is a superposition of steps, $f(\varepsilon)=\int dE\,(-f'(E))\,\theta(E-\varepsilon)$, with $-f'\,dE=du/(4\cosh^2(u/2))$ and $u=(E-\mu)/T$. Keeping the amplitude fixed and the phase linear in $E-\mu$, each term of (2) is multiplied by

$$J=\int_{-\infty}^\infty\frac{e^{-i\tau u}\,du}{4\cosh^2(u/2)},\qquad\tau=\frac{TR}{|\mathbf v|},$$

which is even in $\tau$, so $\sigma$ drops out. Shifting $u\to u+2\pi i$ leaves $\cosh^2(u/2)$ unchanged and multiplies the numerator by $e^{2\pi\tau}$. Between the two lines lies a double pole at $u=i\pi$, where $4\cosh^2(u/2)=-(u-i\pi)^2[1+O((u-i\pi)^2)]$, so the residue is $-\partial_ue^{-i\tau u}|_{i\pi}=i\tau e^{\pi\tau}$. Then $J(1-e^{2\pi\tau})=2\pi i\cdot i\tau e^{\pi\tau}$ and

$$J=\frac{x}{\sinh x},\qquad x=\frac{\pi TR}{|\mathbf v|}.$$

At $\tau=0.5$ quadrature gives 0.682569, tested against this form to $10^{-9}$. The factor needs no van Hove energy within a few $T$ of $\mu$, an amplitude that varies little with energy, $\pi T\,|d\ln A/dE|\ll1$ at fixed $R$, and a negligible quadratic phase, $\tfrac{\pi^2}{2}RT^2|d^2(\mathbf k_*\cdot\hat{\mathbf R})/dE^2|\ll1$. Both expressions are sizes at the pole $u=i\pi$ that sets $J$ for $x\gg1$. The quadratic phase grows with $R$, so the relative accuracy degrades for the distant, exponentially small terms. With the phase taken linear in energy, smearing leaves the frequencies in place; the neglected curvature of the phase shifts them at order $T^2$. Smearing damps first the terms with the largest $R/|\mathbf v|$. The difference between the converged smeared value and the $T=0$ value is a separate bias, not contained in (1). At $T=0.01\,t$ (116.0 K for $t=1$ eV) the error of the filling over $N=60$ to $119$, relative to the converged smeared filling, has rms $4.83\times10^{-4}$, and the damped sum reproduces it with a residual of 0.0075 of that rms (tested below 0.05).

## The sum over superlattice vectors and the shift

Assume $|K|$ is bounded away from zero on the whole surface. The number of $\mathbf n$ in a shell grows as $r^{d-1}dr$. For the count, $\sum|c|\sim\int r^{d-1-(d+1)/2}dr=\int r^{(d-3)/2}dr$, which diverges in every dimension, logarithmically for $d=1$. It must, since the count is a discontinuous function of $\mathbf s$ and an absolutely convergent Fourier series is continuous. For $\Omega$ the integrand is $r^{(d-5)/2}$, convergent for $d\le2$ and logarithmically divergent for $d=3$. The squares give $\int r^{-2}dr$ for the count in any $d$, and Parseval's identity for (1) reads

$$\langle(\delta n)^2\rangle_{\mathbf s}=\sum_{\mathbf n\neq0}|c_{N\mathbf n}|^2 .$$

The rms over shifts scales as $N^{-(d+1)/2}$ times a bounded factor that itself oscillates. Direct counts on $32\times32$ shifts give $9.96\times10^{-4}$, $5.84\times10^{-4}$ and $2.40\times10^{-4}$ at $N=50,71,90$, against $9.98\times10^{-4}$, $5.81\times10^{-4}$ and $2.36\times10^{-4}$ from (2) with $|\mathbf n|\le40$, tested to 6%. Multiplied by $N^{3/2}$ these are 0.352, 0.349 and 0.205, so the rms over shifts still oscillates with $N$, although by (1) the error itself averages to zero over all shifts. The factors $\cos(N\varphi-3\pi/4)$ show why: with $\varphi_{(1,0)}=1.3694$ and $\varphi_{(1,1)}=1.8546$ they are $-0.99$ and $-0.74$ at $N=50$, but about $0.06$ and $0.37$ at $N=90$, where the two nearest shells are almost silent together.

The shift acts only through $e^{2\pi i\mathbf s\cdot\mathbf n}$. Symmetry-related $\mathbf n$ have equal $c$, so a shell is multiplied by its average of $\cos(2\pi\mathbf s\cdot\mathbf n)$. At $\mathbf s=0$ all members add coherently. At $\mathbf s=(\tfrac12,\tfrac12)$ the factor is $(-1)^{n_x+n_y}$, which flips shells but cancels none. At $\mathbf s=(0.3,0.1)$ the $(1,0)$ shell has $\tfrac12(\cos0.6\pi+\cos0.2\pi)=\tfrac14$ and the $(1,1)$ shell $\tfrac12(\cos0.8\pi+\cos0.4\pi)=-\tfrac14$. The true rms $\delta\Omega$ over $N=60$ to $119$ is $1.690\times10^{-5}\,t$, $1.580\times10^{-5}\,t$ and $4.13\times10^{-6}\,t$ for these three shifts, the last being 0.24 of the first. The sum of (4) over $|\mathbf n|\le40$ leaves residuals of 0.012, 0.011 and 0.012 of the respective rms, tested below 0.05.

## Worked example: weighing the shells at $N=40$

On the axis $c_y=1$, $c_x=0.2$, so $\varphi=1.3694$, $|\mathbf v|=2\sin\varphi=1.9596\,ta$ and $\kappa=2c_y/|\mathbf v|=1.0206\,a$. With $R=40$ the factors of (4) are $1/[(2\pi)^2 40]=6.333\times10^{-4}$, $\sqrt{2\pi/(40\times1.0206)}=0.3923$ and $|\mathbf v|/R=0.04899$. Their product is $1.2171\times10^{-5}$; two points and four vectors give $9.737\times10^{-5}\,t$. The phase is $40\times1.3694-\pi/4=53.99$, which is $3.73$ modulo $2\pi$, with cosine $-0.834$, so the shell contributes $-8.12\times10^{-5}\,t$.

On the diagonal $c_x=c_y=0.6$, $k_x=k_y=0.9273$, $\varphi=1.8546$, $|\mathbf v|=2.2627$, $\kappa=2\times0.6/2.2627=0.5303$ and $R=56.57$. The factors are $4.478\times10^{-4}$, $0.4577$ and $0.04000$, and eight times their product is $6.558\times10^{-5}\,t$. The phase $73.40$ reduces to $4.28$, with cosine $-0.416$. Distance alone would weight this shell by $2^{-5/4}=0.42$ relative to the axis; the smaller curvature and larger velocity raise that to $6.558/9.737=0.67$. For $(2,1)$, $\mathbf k_*=(1.2457,0.4936)$, $|\mathbf v|=2.1190$, $\kappa=0.7252$, with eight vectors. The $(2,2)$ shell uses the diagonal point at twice the distance, with amplitude $2^{-5/2}$ of the $(1,1)$ shell and frequency $3.7092$ folded to $2\pi-3.7092=2.5740$. The $(2,0)$ shell, nearer than $(2,1)$ but weaker, is not listed: it has amplitude $2^{-5/2}\times9.737=1.72$, frequency $2\times1.3694=2.739$, and at $N=40$ phase $108.77$, which reduces to $1.96$ with cosine $-0.375$, so its term is $-0.65$. The three strongest shells are $(1,0)$, $(1,1)$ and $(2,1)$. Amplitudes and terms are in $10^{-5}\,t$.

| shell | $\varphi$ folded | period in $N$ | amplitude | term |
|---|---|---|---|---|
| (1,0) | 1.3694 | 4.588 | 9.737 | −8.117 |
| (1,1) | 1.8546 | 3.388 | 6.558 | −2.729 |
| (2,1) | 2.9851 | 2.105 | 3.341 | +2.414 |
| (2,2) | 2.5740 | 2.441 | 1.159 | −1.156 |

The three strongest peaks in the spectrum of the true $N^{5/2}\delta\Omega_N$ over $N=60$ to $259$ lie at 1.3689, 1.8543 and 2.9845, tested to within 0.015 of the first three frequencies. For unshifted grids, again in $10^{-5}\,t$:

| $N$ | grid | shells (1,0), (1,1), (2,1) | $\lvert\mathbf n\rvert\le40$ |
|---|---|---|---|
| 40 | −6.180 | −8.432 | −6.627 |
| 41 | +9.830 | +7.623 | +9.814 |
| 42 | +7.015 | +9.079 | +7.174 |
| 43 | −6.632 | −5.763 | −6.636 |

For $t=1$ eV the true errors are $-61.8$, $+98.3$, $+70.2$ and $-66.3\ \mu$eV per site. Three shells, $-8.117-2.729+2.414=-8.432$ at $N=40$, give the correct sign on these four grids but not the order of the error sizes, and they miss by up to $2.3\times10^{-5}\,t$, which at $N=40$ is 36% of the true value; the remaining shells, $(2,0)$ among them, fall off only as $|\mathbf n|^{-5/2}$ and are not negligible.

The full sum misses by $4.5\times10^{-6}\,t$ at $N=40$, which is 7% of the true value and 2.3% of the three-shell amplitude $1.96\times10^{-4}\,t$ (the test allows 10% of that amplitude), and is the largest miss of the four. Part of the miss, estimated here by hand and not tested in the program, arises because this grid nearly touches the Fermi curve: $\cos(2\pi\cdot3/40)+\cos(2\pi\cdot8/40)$ equals $1.2000$ to four decimals, so eight points sit at the kink of $\min(\varepsilon-\mu,0)$. Across a straight kink this function contains $-|\mathbf v||y|/2$, with transform $|\mathbf v|/q^2$. Cutting the series at $Q=40N$ lowers its value at the kink by $2\int_Q^\infty|\mathbf v|\,dq/(2\pi q^2)=|\mathbf v|/(\pi Q)$. With $|\mathbf v|\approx2$ the eight points give $8\times2/(\pi\times1600\times1600)\approx2\times10^{-6}\,t$, of the right sign and about half the miss. The other half is not a truncation effect but the $1/R$ correction to (4), mostly in the $(1,1)$ shell, where it is about 3% of that shell's amplitude at this $N$. The same grid shows why single sharp counts are erratic. Its error $\delta n=3.532\times10^{-4}$ is $229-228.435=0.565$ states out of 1600, and a change of $\mu$ just large enough to move those eight points across the curve changes $\delta n$ by $8/1600=0.005$.

## Fixed filling instead of fixed chemical potential

On the grid, $\Omega_N(\mu')=N^{-d}\sum\min(\varepsilon-\mu',0)$ is continuous with slope $-n_N(\mu')$. Fill the levels in order up to the exact filling $n$, the last one at energy $\mu_N$ fractionally. Writing each occupied energy as $(\varepsilon-\mu_N)+\mu_N$, and noting that levels at $\mu_N$ add nothing to the first part, $E_N=\Omega_N(\mu_N)+\mu_Nn$. The exact energy is $E=\Omega(\mu)+\mu n$. Subtracting, and then subtracting $\delta\Omega=\Omega_N(\mu)-\Omega(\mu)$,

$$\delta E-\delta\Omega=\Omega_N(\mu_N)-\Omega_N(\mu)+(\mu_N-\mu)\,n=\int_\mu^{\mu_N}\left[n-n_N(\mu')\right]d\mu'.$$

The function $n_N$ is nondecreasing and crosses $n$ at $\mu_N$. For $\mu_N>\mu$ the integrand lies between $0$ and $n-n_N(\mu)$; for $\mu_N<\mu$ both integrand and measure change sign. Hence $0\le\delta E-\delta\Omega\le|\delta n|\,|\mu_N-\mu|$, tested on every grid in two windows of $N$. If $\mu_N-\mu\sim\delta n/D$ with $D$ the density of states, and $\delta n$ has its shift-averaged size, the upper bound scales as $N^{-(d+1)}$ against $N^{-(d+3)/2}$ for $\delta\Omega$, a ratio $N^{-(d-1)/2}$. This is a scaling estimate, not a derived law for an unshifted grid. The measured rms ratio is 0.390 for $N=60$ to $119$ and 0.259 for $N=300$ to $339$. It falls by 1.5 where $N^{-1/2}$ suggests about 1.9, and these two windows do not fix an exponent. At such $N$ in this model the fixed-filling energy error is the oscillation (4) plus a one-signed offset that is smaller in rms over a window of $N$ but not negligible, and that can exceed $|\delta\Omega|$ on individual grids.

## Where the curvature vanishes

At $K=0$ the Fresnel integral diverges and a higher term limits the coherent patch. Take $\varepsilon=-2\cos k_x-2t_1\cos k_y-2t_2\cos2k_y$ with $t_1=0.4\,t$, $t_2=-0.1\,t$, $\mu=-0.2\,t$. The occupied region is $|k_x|<b(k_y)$ with $\cos b=-\mu/2-t_1\cos k_y-t_2\cos2k_y$, and the $k_x$ integral gives exactly $c_{(N,0)}=(2\pi)^{-2}\int dk_y\,2\sin(Nb)/N$. Stationary points of $b$ satisfy $\sin k_y\,(t_1+4t_2\cos k_y)=0$, that is $k_y=0$ or $\pi$. At $k_y=\pi$, $b=0.9273$ and the curvature is finite, so (2) applies. At $k_y=0$ the quadratic coefficient, proportional to $t_1+4t_2$, vanishes, and $\cos b=\cos k_0-(t_1+16t_2)k_y^4/24=\cos k_0+0.05\,k_y^4$ with $k_0=1.7722$. Thus $Nb=Nk_0-\beta k_y^4$, $\beta=0.05N/\sin k_0$. The rotation $y=e^{-i\pi/8}\beta^{-1/4}u$ gives $\int e^{-i\beta y^4}dy=e^{-i\pi/8}\beta^{-1/4}\int e^{-u^4}du=2\Gamma(\tfrac54)\beta^{-1/4}e^{-i\pi/8}$, and taking the imaginary part of $e^{iNk_0}$ times this,

$$c^{\rm flat}_{(N,0)}\simeq\frac{4\,\Gamma(5/4)}{(2\pi)^2N\,\beta^{1/4}}\,\sin\!\left(Nk_0-\frac\pi8\right)\propto N^{-5/4}.$$

The oscillation still has frequency $\mathbf k_*\cdot\mathbf n$, but power and phase offset have changed. The flat point outweighs the curved one by $1.860\times10^{-4}/3.047\times10^{-5}=6.1$ at $N=259$ and by $1.437\times10^{-5}/1.410\times10^{-6}=10.2$ at $N=2009$. The next term, $Nk_y^6$ with $k_y\sim N^{-1/4}$, is a relative correction of order $N^{-1/2}$; the largest residual against quadrature is 0.0120 and 0.0042 of the flat amplitude over $N=250$ to $259$ and $N=2000$ to $2009$, tested below 0.03. The same scaling gives $N^{-1-1/p}$ in $d=2$ for a point whose shape starts at order $k_y^p$. A perfectly flat sheet, as for $\varepsilon=-2\cos k_x$, has $c_{(N,0)}=\sin(Nk_F)/(\pi N)$, of order $1/N$ in any dimension. A connected surface with both elliptic and saddle regions has $K=0$ on the lines between them; vectors $\mathbf n$ pointing near the normals of those lines violate $R|\kappa|^3\gg\gamma^2$ or $R\kappa^2\gg|q|$, and the shell estimates above do not cover them.

The derivation also fails where its smoothness assumptions fail. If $\mathbf v=0$ on the Fermi surface, $\hat\nu$ and $\kappa_i$ are undefined there. If an occupied band touches another so that its $g$ has a kink, the repeated use of (3) stops and the kink adds power-law terms to that band's sum. When both touching bands are occupied there, these terms cancel in the total band energy, because the sum of the two energies is smooth. The band was held fixed throughout, so the response of a self-consistent potential to the sampling error is outside this treatment.

## Values computed for the example and the checks

```
square lattice: mu = -2.4 t, n = 0.14277180 /site, Omega = -0.10967864 t
Poisson, N=12 T=0.1 t s=(0.3,0.1): grid -1.87701224e-04, alias sum -1.87701224e-04 /site
c_R, R=80*(0,1): quadrature 1.6287e-04, formula 1.6283e-04, amp 1.7567e-04
c_R, R=80*(1,1): quadrature 9.5638e-06, formula 1.0571e-05, amp 1.4490e-04
c_R, R=80*(1,2): quadrature -4.2007e-05, formula -4.2065e-05, amp 6.2324e-05
c_R, R=80*(1,3): quadrature 3.3785e-05, formula 3.3786e-05, amp 3.4025e-05
axis residual/amp: N~50 0.00067, N~200 0.00016, ratio 4.19
weight sin^2 kx, N from 80: N*|c_g/c| = 0.9852, 1/kappa = 0.9798 1/a
weight sin^2 kx, N from 160: N*|c_g/c| = 0.9777, 1/kappa = 0.9798 1/a
weight cos ky, N=200: quadrature 2.2284e-06, g(k*) c = 1.9074e-06
cubic elliptic (001) mu=-3.4 t: kz*=1.8755 1/a, K=1.0989 a^2
  N=64: quadrature -9.5573e-06, formula -9.3872e-06; N=60-64 rms res/amp 0.0106, wrong m 1.01
cubic saddle (001) mu=-0.6 t: kz*=1.2661 1/a, K=-1.0989 a^2
  N=64: quadrature -1.4054e-05, formula -1.4295e-05; N=60-64 rms res/amp 0.0066, wrong m 1.00
cubic elliptic (111) mu=-3.4 t: kz*=0.9683 1/a, K=0.1577 a^2
  N=64: quadrature 8.6583e-06, formula 8.7546e-06; N=60-64 rms res/amp 0.0110, wrong m 1.29
d(k*.n)/dmu, n=(2,1): difference 1.055266, |n|/|v| 1.055266 1/t
damping at T|R|/|v|=0.5: quadrature 0.682569
dOmega N=60-119 s=(0, 0): rms 1.690e-05 t, residual/rms 0.0122
dOmega N=60-119 s=(0.5, 0.5): rms 1.580e-05 t, residual/rms 0.0107
dOmega N=60-119 s=(0.3, 0.1): rms 4.131e-06 t, residual/rms 0.0124
dn N=60-119 T=0.01 t (116.0 K at t=1 eV): rms 4.833e-04, residual/rms 0.0075
rms dn over shifts N=50: grid 9.9589e-04, Parseval 9.9846e-04, grid*N^1.5 0.3521
rms dn over shifts N=71: grid 5.8381e-04, Parseval 5.8065e-04, grid*N^1.5 0.3493
rms dn over shifts N=90: grid 2.3955e-04, Parseval 2.3601e-04, grid*N^1.5 0.2045
spectral peaks N=60-259 (rad per unit N): 1.3689, 1.8543, 2.9845
fixed n, N=60-119: rms(dE-dOmega)/rms(dOmega) = 0.390
fixed n, N=300-339: rms(dE-dOmega)/rms(dOmega) = 0.259
quartic model t1=0.4 t, t2=-0.1 t, mu=-0.2 t: k0=1.7722, k_pi=0.9273 1/a
  N=259: flat amp 1.8597e-04, curved amp 3.0466e-05, max res/amp 0.0120
  N=2009: flat amp 1.4366e-05, curved amp 1.4102e-06, max res/amp 0.0042
shells at N=40 (phi rad, |v| t a, kappa a, terms t):
  (1,0) x4: k*=(1.3694,0.0000) phi=1.3694 folded=1.3694 period=4.588
     |v|=1.9596 kappa=1.0206 amp=9.7365e-05 term=-8.1171e-05
  (1,1) x4: k*=(0.9273,0.9273) phi=1.8546 folded=1.8546 period=3.388
     |v|=2.2627 kappa=0.5303 amp=6.5576e-05 term=-2.7289e-05
  (2,1) x8: k*=(1.2457,0.4936) phi=2.9851 folded=2.9851 period=2.105
     |v|=2.1190 kappa=0.7252 amp=3.3410e-05 term=2.4144e-05
  (2,2) x4: k*=(0.9273,0.9273) phi=3.7092 folded=2.5740 period=2.441
     |v|=2.2627 kappa=0.5303 amp=1.1592e-05 term=-1.1561e-05
N=40: dOmega grid -6.1803e-05 t (-61.80 ueV at t=1 eV), 3 shells -8.4316e-05, all -6.6271e-05
N=41: dOmega grid 9.8299e-05 t (98.30 ueV at t=1 eV), 3 shells 7.6230e-05, all 9.8142e-05
N=42: dOmega grid 7.0150e-05 t (70.15 ueV at t=1 eV), 3 shells 9.0787e-05, all 7.1735e-05
N=43: dOmega grid -6.6322e-05 t (-66.32 ueV at t=1 eV), 3 shells -5.7628e-05, all -6.6358e-05
N=40: dn grid 3.5320e-04 /site
```
